**Borel law for optical crosstalk: construction, moments and neglected effects**

The program tests the law $P(N=n)=e^{-\lambda n}(\lambda n)^{n-1}/n!$ for the number $N$ of avalanches started by one detected photon, where $\lambda$ is the mean number of triggering hits per avalanche. It builds the distribution generation by generation for $\lambda=0.202$, 0.8 and 1.5 and asserts agreement with the formula up to $n=60$; the largest difference is about $4\times10^{-17}$. It also asserts the Fourier inversion of the generating function, the moments for three offspring laws, the large-$n$ form, the total probability above $\lambda=1$ and the noise of Poisson light. For the example device the mean of $N$ and the excess noise factor are both 1.253. Simulations in which each cell fires only once give a mean of 1.230 with four neighbours and 1.241 with eight, and the program asserts that both lie below the Borel mean. The output also gives the sizes of edge effects, gain spread, afterpulsing, dark counts and warming for the same device.

## Numerical verification

```python
# Result under test: if every avalanche in a photon-counting cell array causes
# an independent Poisson number (mean lam) of new avalanches, the total number N
# started by one detected photon (primary included) has the Borel distribution
#     P(N=n) = exp(-lam*n) * (lam*n)**(n-1) / n!,   n = 1, 2, ...
# with mean 1/(1-lam), variance lam/(1-lam)**3 and excess noise factor
# F = <N^2>/<N>^2 = 1/(1-lam) for lam < 1.
# The Borel law assumes that each crosstalk hit finds a fresh cell; lattice
# simulations below measure the error of that assumption.
import random
import numpy as np
from scipy import constants, sparse
from scipy.sparse.linalg import spsolve
from scipy.special import gammaln
from scipy.stats import nbinom, poisson


def borel(n, lam):
    n = np.asarray(n, dtype=float)
    return np.exp(-lam * n + (n - 1) * np.log(lam * n) - gammaln(n + 1))


def total_progeny(offspring, nmax):
    """P(N=n), n=0..nmax, by following generations; any offspring law."""
    powers = [np.eye(1, nmax + 1)[0]]      # law of the sum of z offspring counts
    for _ in range(nmax):
        powers.append(np.convolve(powers[-1], offspring)[:nmax + 1])
    state = np.zeros((nmax + 1, nmax + 1))  # [total so far, newest generation]
    state[1, 1] = 1.0
    final = np.zeros(nmax + 1)
    for total in range(1, nmax + 1):
        new = np.arange(1, nmax - total + 1)
        for size in range(1, total + 1):
            weight = state[total, size]
            if weight > 0:
                final[total] += weight * powers[size][0]
                state[total + new, new] += weight * powers[size][new]
    return final


def moments(pmf):
    n = np.arange(len(pmf))
    mean = np.sum(n * pmf)
    second = np.sum(n**2 * pmf)
    return mean, second - mean**2, second / mean**2


def lattice_sizes(offsets, hit_probability, trials, seed):
    """Cascade sizes on an unbounded lattice where each cell fires only once."""
    draw = random.Random(seed).random
    sizes = []
    for _ in range(trials):
        fired = {(0, 0)}
        active = [(0, 0)]
        while active:
            x, y = active.pop()
            for dx, dy in offsets:
                if draw() < hit_probability:
                    cell = (x + dx, y + dy)
                    if cell not in fired:
                        fired.add(cell)
                        active.append(cell)
        sizes.append(len(fired))
    return np.array(sizes, dtype=float)


# Rough typical inputs of a silicon photomultiplier
side_mm, pitch_um = 3.0, 50.0
capacitance_fF, overvoltage_V = 90.0, 3.0
photons_per_carrier, trigger_chance = 3e-5, 0.004
gain = capacitance_fF * 1e-15 * overvoltage_V / constants.e
photons = gain * photons_per_carrier
lam = photons * trigger_chance
p_xt = 1 - np.exp(-lam)
cells = round(side_mm * 1000 / pitch_um)

# Many carriers, each with a small chance of a hit: binomial tends to Poisson
distances = []
for carriers in (20, round(gain)):
    chance = lam / carriers
    term = np.exp(carriers * np.log1p(-chance))
    binomial = []
    for k in range(20):
        binomial.append(term)
        term *= (carriers - k) / (k + 1) * chance / (1 - chance)
    gap = 0.5 * np.sum(np.abs(np.array(binomial) - poisson.pmf(np.arange(20), lam)))
    assert gap <= lam**2 / carriers
    distances.append(gap)

# Borel law against generation-by-generation construction, also above threshold
nmax = 60
counts = np.arange(1, nmax + 1)
largest_gap = 0.0
for test_lam in (lam, 0.8, 1.5):
    built = total_progeny(poisson.pmf(np.arange(nmax + 1), test_lam), nmax)
    gap = np.max(np.abs(built[1:] - borel(counts, test_lam)))
    largest_gap = max(largest_gap, gap)
    assert gap < 1e-12

# Generating function iterated on the unit circle, then Fourier inversion
circle = np.exp(2j * np.pi * np.arange(128) / 128)
G = np.zeros(128, dtype=complex)
for _ in range(200):
    G = circle * np.exp(lam * (G - 1))
coefficients = np.fft.fft(G).real / 128
assert np.max(np.abs(coefficients[1:61] - borel(counts, lam))) < 1e-12

# Moments for Poisson, gain-spread and afterpulsing offspring laws
gain_spread, afterpulse = 0.05, 0.02
k = np.arange(nmax + 1)
shape = 1 / gain_spread**2
law_poisson = poisson.pmf(k, lam)
law_spread = nbinom.pmf(k, shape, shape / (shape + lam))
law_after = np.convolve(law_poisson, [1 - afterpulse, afterpulse])[:nmax + 1]
results = []
for law in (law_poisson, law_spread, law_after):
    m, v, _ = moments(law)
    progeny = total_progeny(law, nmax)
    mean, var, F = moments(progeny)
    assert abs(progeny.sum() - 1) < 1e-10
    assert abs(mean - 1 / (1 - m)) < 1e-9
    assert abs(var - v / (1 - m)**3) < 1e-8
    results.append((mean, var, F))
mean_N, var_N, F_N = results[0]
assert abs(mean_N - 1 / (1 - lam)) < 1e-9
assert abs(var_N - lam / (1 - lam)**3) < 1e-8
assert abs(F_N - 1 / (1 - lam)) < 1e-8

# Large-n form and missing probability above threshold
n_tail = 50
tail = (lam * np.exp(1 - lam))**n_tail / (lam * np.sqrt(2 * np.pi) * n_tail**1.5)
tail_ratio = float(borel(n_tail, lam)) / tail
assert abs(tail_ratio - 1 + 1 / (12 * n_tail)) < 1e-5
lam_high, root = 1.5, 0.0
for _ in range(500):
    root = np.exp(lam_high * (root - 1))
finite_mass = borel(np.arange(1, 1001), lam_high).sum()
assert root < 0.9 and abs(finite_mass - root) < 1e-10

# Poisson light: explicit sum over the number of primary avalanches
mu = 5.0
single = np.zeros(201)
single[:nmax + 1] = total_progeny(law_poisson, nmax)
power = np.eye(1, 201)[0]
light = np.zeros(201)
for primaries in range(61):
    light += poisson.pmf(primaries, mu) * power
    power = np.convolve(power, single)[:201]
light_mean, light_var, _ = moments(light)
light_noise = light_var / light_mean**2
assert abs(light_noise * mu - 1 / (1 - lam)) < 1e-8

# Shared and spent cells: nearest-neighbour lattices with the same lam
trials = 400000
four = [(1, 0), (-1, 0), (0, 1), (0, -1)]
eight = four + [(1, 1), (1, -1), (-1, 1), (-1, -1)]
lattice = []
for offsets, seed in ((four, 11), (eight, 12)):
    q = 1 - np.exp(-lam / len(offsets))
    sizes = lattice_sizes(offsets, q, trials, seed)
    m1, m2 = sizes.mean(), np.mean(sizes**2)
    F_lat = m2 / m1**2
    err_mean = sizes.std() / np.sqrt(trials)
    err_F = F_lat * np.std(sizes**2 / m2 - 2 * sizes / m1) / np.sqrt(trials)
    assert m1 + 4 * err_mean < mean_N
    lattice.append((m1, err_mean, F_lat, err_F))
    if len(offsets) == 4:
        q4 = q
        exact4 = [(1 - q)**4, 4 * q * (1 - q)**6, 18 * q**2 * (1 - q)**8]
        for n, prob in enumerate(exact4, start=1):
            sigma = np.sqrt(prob * (1 - prob) / trials)
            assert abs(np.mean(sizes == n) - prob) < 5 * sigma

# Array edges: mean cascade size for each starting cell, hits outside are lost
line = sparse.diags([1.0, 1.0], [-1, 1], shape=(cells, cells))
unit = sparse.identity(cells)
adjacency = sparse.kron(line, unit) + sparse.kron(unit, line)
system = (sparse.identity(cells**2) - lam / 4 * adjacency).tocsc()
start_mean = spsolve(system, np.ones(cells**2))
centre = start_mean[(cells // 2) * cells + cells // 2]
assert abs(centre - 1 / (1 - lam)) < 1e-9
assert start_mean.mean() < centre

# Dark counts in the gate and warming at fixed bias
dark_kHz_mm2, gate_ns = 50.0, 50.0
dark = dark_kHz_mm2 * 1e3 * side_mm**2 * gate_ns * 1e-9
warming_K, drift_mV_K = 5.0, 50.0
warm_overvoltage = overvoltage_V - warming_K * drift_mV_K * 1e-3
ratio = warm_overvoltage / overvoltage_V

print(f"Device side {side_mm:.1f} mm, cell pitch {pitch_um:.0f} um")
print(f"Cells per side {cells}, total cells {cells**2}")
print(f"Cell capacitance {capacitance_fF:.0f} fF, overvoltage {overvoltage_V:.2f} V")
print(f"Relevant photons per carrier {photons_per_carrier:.1e}")
print(f"Chance that such a photon fires a cell {trigger_chance:.4f}")
print(f"Gain {gain:.4e} carriers per avalanche")
print(f"Relevant photons per avalanche {photons:.2f}")
print(f"lam (mean hits per avalanche) {lam:.5f}")
print(f"Crosstalk probability P(N>=2) {p_xt:.5f}")
print(f"Binomial-Poisson distance, 20 carriers {distances[0]:.2e}")
print(f"Binomial-Poisson distance, full gain {distances[1]:.2e}")
print(f"Largest gap, Borel vs generations {largest_gap:.1e}")
print("n, P(n) Borel, P(n) geometric with equal P(N>=2)")
for n in range(1, 7):
    print(f"{n}  {float(borel(n, lam)):.6f}  {(1 - p_xt) * p_xt**(n - 1):.6f}")
print(f"P(N>=3) Borel {1 - borel([1, 2], lam).sum():.5f}, geometric {p_xt**2:.5f}")
print(f"Mean N: Borel {mean_N:.5f}, geometric {1 / (1 - p_xt):.5f}")
print(f"Variance of N, Borel {var_N:.5f}")
print(f"Excess noise factor F, Borel {F_N:.5f}")
print(f"Tail: P(50) over its large-n form {tail_ratio:.6f}")
print(f"lam = {lam_high:.1f}: probability of finite N {finite_mass:.5f}")
print(f"Poisson light, mean primaries {mu:.1f}: mean count {light_mean:.4f}")
print(f"Its relative variance {light_noise:.5f}, without crosstalk {1 / mu:.5f}")
print("Neglected effects:")
print(f"4 neighbours: hit probability per neighbour {q4:.5f}")
print("4 neighbours: P(1), P(2), P(3) " + ", ".join(f"{x:.5f}" for x in exact4))
for name, (m1, e1, f1, ef) in zip(("4", "8"), lattice):
    print(f"{name} neighbours: mean N {m1:.4f} +- {e1:.4f}, F {f1:.4f} +- {ef:.4f}")
print(f"Simulated cascades per lattice {trials}")
print(f"Edges: mean N over all start cells {start_mean.mean():.5f}")
print(f"Edges: mean N from a corner cell {start_mean[0]:.5f}, centre {centre:.5f}")
print(f"Gain spread {100 * gain_spread:.0f} %: F {results[1][2]:.5f}")
print(f"Afterpulse chance {100 * afterpulse:.0f} %: mean N {results[2][0]:.5f}, "
      f"F {results[2][2]:.5f}")
print(f"Dark rate {dark_kHz_mm2:.0f} kHz/mm2, gate {gate_ns:.0f} ns")
print(f"Dark primaries per gate {dark:.4f}, avalanches from them {dark * mean_N:.4f}")
print(f"Warming {warming_K:.0f} K at {drift_mV_K:.0f} mV/K: "
      f"overvoltage {warm_overvoltage:.2f} V")
for exponent in (1, 2):
    warm = lam * ratio**exponent
    print(f"Warm lam, overvoltage power {exponent}: {warm:.5f}, "
          f"mean N {1 / (1 - warm):.5f}")
print("PASS")
```

It prints:

```
Device side 3.0 mm, cell pitch 50 um
Cells per side 60, total cells 3600
Cell capacitance 90 fF, overvoltage 3.00 V
Relevant photons per carrier 3.0e-05
Chance that such a photon fires a cell 0.0040
Gain 1.6852e+06 carriers per avalanche
Relevant photons per avalanche 50.56
lam (mean hits per avalanche) 0.20222
Crosstalk probability P(N>=2) 0.18309
Binomial-Poisson distance, 20 carriers 1.52e-03
Binomial-Poisson distance, full gain 1.78e-08
Largest gap, Borel vs generations 4.2e-17
n, P(n) Borel, P(n) geometric with equal P(N>=2)
1  0.816911  0.816911
2  0.134954  0.149567
3  0.033441  0.027384
4  0.009821  0.005014
5  0.003169  0.000918
6  0.001086  0.000168
P(N>=3) Borel 0.04814, geometric 0.03352
Mean N: Borel 1.25349, geometric 1.22412
Variance of N, Borel 0.39828
Excess noise factor F, Borel 1.25349
Tail: P(50) over its large-n form 0.998335
lam = 1.5: probability of finite N 0.41719
Poisson light, mean primaries 5.0: mean count 6.2674
Its relative variance 0.25070, without crosstalk 0.20000
Neglected effects:
4 neighbours: hit probability per neighbour 0.04930
4 neighbours: P(1), P(2), P(3) 0.81691, 0.14560, 0.02919
4 neighbours: mean N 1.2302 +- 0.0009, F 1.1974 +- 0.0009
8 neighbours: mean N 1.2412 +- 0.0009, F 1.2196 +- 0.0011
Simulated cascades per lattice 400000
Edges: mean N over all start cells 1.24850
Edges: mean N from a corner cell 1.11925, centre 1.25349
Gain spread 5 %: F 1.25361
Afterpulse chance 2 %: mean N 1.28572, F 1.28520
Dark rate 50 kHz/mm2, gate 50 ns
Dark primaries per gate 0.0225, avalanches from them 0.0282
Warming 5 K at 50 mV/K: overvoltage 2.75 V
Warm lam, overvoltage power 1: 0.18537, mean N 1.22756
Warm lam, overvoltage power 2: 0.16993, mean N 1.20471
PASS
```
